# Quadratic magnetoresistance of nearest-neighbour donor hopping in a weak field

## A small ratio and a large effect

Take germanium with $5\times10^{15}$ donors per cm$^3$, at a temperature where electrons hop from donor to neighbouring donor. In the model below the donor amplitude decays over $a=5.76$ nm. A field of 1 T has the magnetic length

$$\lambda=\sqrt{\hbar/(eB)}=25.66\ \text{nm}.$$

The natural measure of what the field does to one donor is $(a/\lambda)^4=0.0025$. Yet the model's resistance rises by 10%. Something multiplies the small number by about 38.

The multiplier is $r_c^3/(18a^3)$, where $r_c=50.73$ nm is the length of the hops that control the current. The cube comes from the tail of the wavefunction, and the 18 from a pair of donors and a random network. I take these in turn, starting with one donor.

## One donor, seen across the field

Let $\mathbf B$ point along $z$, let the electron have charge $-e$ and isotropic mass $m$, and centre the gauge on the donor: $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. With $s$ the distance from the field axis through the donor,

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{eB}{2m}L_z+\frac{e^2B^2s^2}{8m}.$$

The ground state has $L_z=0$, so the linear term drops out. Far from the core, write the energy as $-\hbar^2/(2ma^2)$ and multiply the Schrödinger equation by $2m/\hbar^2$:

$$\nabla^2\psi=\left(\frac1{a^2}+\frac{s^2}{4\lambda^4}\right)\psi .$$

Put $\psi=e^{-S}$. Then $\nabla^2\psi/\psi=(\nabla S)^2-\nabla^2S$. For $r\gg a$ the second term is smaller than the first by a factor of order $a/r$, and I drop it:

$$(\nabla S)^2=\frac1{a^2}+\frac{s^2}{4\lambda^4}.$$

In the plane $z=0$ symmetry makes $\nabla S$ radial, and the equation integrates directly:

$$S=\int_0^r\sqrt{\frac1{a^2}+\frac{q^2}{4\lambda^4}}\,dq
=\frac ra+\frac{ar^3}{24\lambda^4}-\frac{a^3r^5}{640\lambda^8}+\dots$$

The field acts as an extra barrier growing as $q^2$, and the tail accumulates it over its whole length. Hence the cube.

The third term divided by the second is $-\tfrac{3}{20}\left(ar/2\lambda^2\right)^2$. "Weak field" therefore means $ar/(2\lambda^2)\ll1$, which is stricter than $a\ll\lambda$ when $r\gg\lambda$. In the opposite limit $S\to r^2/(4\lambda^2)$: the tail is Gaussian and the $B^2$ law is lost.

## Any direction

Let $\theta$ be the angle between $\mathbf r$ and $\mathbf B$, so that $s=r\sin\theta$. Write $S=r/a+\delta S$ and keep first order in $B^2$. Since $\nabla(r/a)$ is radial with length $1/a$,

$$\frac2a\frac{\partial\,\delta S}{\partial r}=\frac{r^2\sin^2\theta}{4\lambda^4}
\quad\Rightarrow\quad
\delta S=\frac{a r^3\sin^2\theta}{24\lambda^4}.$$

Along the field this cubic term vanishes, leaving only lower powers of $r/a$; across it the plane result returns.

A hydrogenic donor tests whether the Coulomb potential spoils the cube. Use units $a=\hbar=m=1$ and $w=a^2/\lambda^2$, and set $\psi=e^{-r}(1+w^2f)$. Because $e^{-r}$ solves the zero-field problem, the first-order equation reduces to

$$-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}=E_1-\frac{s^2}{8},\qquad
E_1=\frac{\langle s^2\rangle}{8}=\frac14 .$$

Try

$$f=-\frac{r s^2}{24}-\frac{r^2}{24}-\frac{s^2}{16}+\text{const}.$$

With $\nabla^2(rs^2)=4r+6s^2/r$, $\nabla^2r^2=6$ and $\nabla^2s^2=4$,

$$-\tfrac12\nabla^2f=\frac r{12}+\frac{s^2}{8r}+\frac14,\qquad
\frac{\partial f}{\partial r}=-\frac{s^2}8-\frac r{12}-\frac{s^2}{8r}.$$

The sum is $\tfrac14-s^2/8$, as required. The leading term is the same $r^3\sin^2\theta/24$, and the Coulomb potential changes the lower powers. Keeping the norm fixed sets the constant to $-\langle f\rangle$ without it, which is $5/24+1/8+1/8=11/24$.

## Two donors: shrinkage is a quarter of the answer

Place donors at the origin and at $R\hat{\mathbf x}$, with $\mathbf B$ still along $z$. The transfer amplitude is a flux integral over the plane midway between them, containing the product of the two tails. Derivatives in the flux add factors that affect lower powers of $R/a$.

Each donor is $R/2$ from the plane. The product of amplitudes is therefore reduced by the exponent

$$2\times\frac{a(R/2)^3}{24\lambda^4}=\frac{aR^3}{96\lambda^4}.$$

This is four times smaller than the loss of one tail at the full distance $R$. The rest is in the phase. The gauge centred on the second donor is

$$\mathbf A_R=\tfrac12\mathbf B\times(\mathbf r-R\hat{\mathbf x})=\mathbf A-\nabla\left(\tfrac12BRy\right).$$

Carrying its wavefunction into the gauge $\mathbf A$ multiplies it by $e^{-ieBRy/2\hbar}=e^{-iky}$, with $k=R/(2\lambda^2)$. Near the axis each distance to the midplane is $\sqrt{R^2/4+y^2+z^2}\simeq R/2+(y^2+z^2)/R$, so the zero-field product is

$$e^{-R/a}\,e^{-2(y^2+z^2)/(Ra)} .$$

This Gaussian spot has $\langle y^2\rangle=Ra/4$. Averaging the phase over it gives

$$\langle e^{-iky}\rangle=e^{-k^2Ra/8}=\exp\left(-\frac{aR^3}{32\lambda^4}\right).$$

Adding the exponents,

$$\frac{aR^3}{96\lambda^4}+\frac{aR^3}{32\lambda^4}=\frac{aR^3}{24\lambda^4}.$$

The transfer amplitude thus falls as a single tail does at the far donor. One may call the effect tail shrinkage if the tail is followed all the way; at the midplane, three quarters of it is destructive interference across the tunnelling spot. Numerical integration over the midplane for $R=200a$, at a field where $aR^3/24\lambda^4=0.05$, gives a share of 0.2525 from amplitude alone and 1.01 with the phase.

For a pair tilted by $\theta$, both $s$ at the midplane and $k$ acquire a factor $\sin\theta$, so the sum acquires $\sin^2\theta$.

### A second route for short-range donors

If the donor potential has negligible range, the second donor samples the first donor's tail at a single point, so the transfer amplitude is proportional to the tail there. The tail itself is the Green function, at fixed negative energy, of an electron subject only to the magnetic field. In the same reduced units it is an integral over imaginary time,

$$|G|\propto\int_0^\infty d\tau\,\tau^{-1/2}\,e^{-\tau/2-z^2/2\tau}\,e^{-\alpha s^2-\beta}.$$

The transverse factor must obey $\partial_\tau K=\tfrac12\nabla_\perp^2K-\tfrac18w^2s^2K$. Matching powers of $s$ gives $\alpha'=-2\alpha^2+w^2/8$ and $\beta'=2\alpha$, solved by

$$\alpha=\frac w4\coth\frac{w\tau}2,\qquad \beta=\ln\sinh\frac{w\tau}2+\text{const}.$$

For small $w$, $\alpha\simeq1/(2\tau)+w^2\tau/24$, and $e^{-\beta}\propto\tau^{-1}(1-w^2\tau^2/24)$. Hence

$$\delta\ln|G|=-\frac{w^2}{24}\left(s^2\langle\tau\rangle+\langle\tau^2\rangle\right),$$

averaged with the zero-field weight $\tau^{-3/2}e^{-\tau/2-R^2/2\tau}$. Its moments follow from

$$J(\epsilon)=\int_0^\infty\tau^{-3/2}e^{-\epsilon\tau-R^2/2\tau}d\tau=\frac{\sqrt{2\pi}}R e^{-R\sqrt{2\epsilon}} .$$

At $\epsilon=\tfrac12$, $-J'/J=R$ and $J''/J=R^2+R$. So

$$\delta\ln|G|=-\frac{w^2}{24}\left(R^3\sin^2\theta+R^2+R\right).$$

The cubic term agrees, and the remaining terms show the price of finite $R/a$ at fixed energy. The donor level itself moves with the field. Near the donor $G\propto 1/R-\kappa-w^2/24$, where $\kappa$ is the decay rate, and the potential fixes the constant part, so $\kappa=1-w^2/24$. The slower decay cancels the term linear in $R$; the $R^2$ term remains.

## From a pair to a resistor

In weakly coupled donors the phonon-assisted hopping rate is proportional to the square of the transfer amplitude. The ohmic resistance of one bond then obeys

$$\ln R_{ij}=\text{const}+\frac{2r}{a}+\frac{ar^3\sin^2\theta}{12\lambda^4}+\frac{\varepsilon_{ij}}{k_BT}.$$

The energy $\varepsilon_{ij}$ comes from differences between site levels. For identical donors the diamagnetic shift is common to all sites and leaves these differences alone. I first set $\varepsilon_{ij}$ aside and return to its size in the example.

Some donors must be empty for this current to flow, which requires compensating acceptors.

## From a resistor to a random network

The resistances span many powers of $e$. Bonds far easier than needed cost almost no voltage; bonds far harder are bypassed. The exponent of the resistivity is the smallest $\xi_c$ such that bonds with exponent below $\xi_c$ span the sample. At zero field these are bonds with $r<r_c$, where

$$N\frac{4\pi}{3}r_c^3=B_c=2.735 .$$

Here $N$ is the donor concentration and $B_c$ the mean number of bonds per site at threshold, a constant known from numerical simulation. It gives $r_cN^{1/3}=0.8675$. In 100 random samples of 3375 sites, the mean spanning length was 0.8658.

Now deform the bonding sphere slightly. Connect sites if $r+u(\mathbf n)\le W$, where $\mathbf n$ is the bond direction and $u$ is small; to first order its value at $r=r_c$ suffices. Assume the threshold $W_c$ responds smoothly, so that $\delta W_c$ is a linear functional of $u$.

Rotating $u$ cannot change the threshold of a large, statistically isotropic set of sites. We may therefore average $u$ over all rotations, which replaces it by its angular mean $\bar u$. For a constant the answer is immediate: $r+\bar u\le W$ has its threshold at $W_c=r_c+\bar u$. Hence $\delta W_c=\bar u$ for any shape.

Multiplying lengths by $2/a$ to return to exponents, and using

$$\langle\sin^2\theta\rangle=\tfrac12\int_{-1}^1(1-c^2)\,dc=\tfrac23,$$

we obtain

$$\delta\xi_c=\frac{ar_c^3}{12\lambda^4}\cdot\frac23=\frac{ar_c^3}{18\lambda^4}.$$

With $r_c^3=3B_c/(4\pi N)$ and $\lambda^{-4}=e^2B^2/\hbar^2$,

$$\boxed{\ln\frac{\rho(B)}{\rho(0)}=\frac{ar_c^3}{18\lambda^4}=t\,\frac{a e^2B^2}{\hbar^2N},\qquad t=\frac{B_c}{24\pi}=0.0363}$$

For a small exponent, $\Delta\rho/\rho(0)$ is itself this quadratic term. The law is leading order in $B^2$ and in $a/r_c$.

The same random samples tested the threshold shift. Bond lengths were changed to $r(1\pm0.05\,r^2\sin^2\theta)$, in units of $N^{-1/3}$. The measured shift divided by the predicted one, using the sampled $r_c$, was 0.964 for field along the current and 1.015 for field across it.

### What a finite network adds

The leading law does not depend on the current direction. A network with finite $r_c/a$ can. Near $r_c$ the field changes the effective bond length to $r(1+\eta\sin^2\theta)$, where $2r_c\eta/a=ar_c^3/(12\lambda^4)$. To first order this is the effect of stretching both axes perpendicular to $\mathbf B$ by $1+\eta$. In the stretched coordinates the network conducts isotropically.

A cube with current along $\mathbf B$ keeps its length, but its cross-section grows by $1+2\eta$. With current across $\mathbf B$, length and cross-section both grow by $1+\eta$. The logarithm of resistance is therefore larger across the field by $2\eta$. Relative to the main shift, $\tfrac23(2r_c/a)\eta$, this is

$$\frac{2\eta}{\tfrac23(2r_c/a)\eta}=\frac{3a}{2r_c}=0.17\quad\text{for } r_c/a=8.81.$$

Kirchhoff's equations were solved for 16 networks of 1331 sites at this $r_c/a$, with a predicted shift of 0.1. The shift divided by the prediction was $0.997\pm0.023$ along the field and $1.193\pm0.034$ across it (standard errors). The difference, 0.196, has the sign and roughly the size of the stretching effect. In these small samples the average over the three field axes is about 13% above the leading law. Finite $r_c/a$ and finite sample size may both contribute, and these runs do not separate them, so 13% should not be taken as the value for a large sample.

## The germanium example

The inputs are rough values for the regime of antimony donors in germanium: binding energy $E=10$ meV, transverse and longitudinal masses 0.08 and 1.6 electron masses, relative permittivity 16, and $T=3$ K. The decay lengths $\hbar/\sqrt{2m_iE}$ are $a_t=6.90$ nm and $a_l=1.54$ nm.

Germanium has four valleys along the $\langle111\rangle$ axes. At angle $\varphi$ from a valley axis the decay rate is

$$\kappa=\sqrt{\frac{\cos^2\varphi}{a_l^2}+\frac{\sin^2\varphi}{a_t^2}} .$$

I take the slowest-decaying valley in each direction and choose the isotropic $a$ to preserve the volume of the bonding surface, $a^3=\langle\kappa^{-3}\rangle$. A numerical average over directions gives $a=5.76$ nm.

The concentration is $5\times10^{-6}$ nm$^{-3}$, so $N^{-1/3}=58.5$ nm and $r_c=0.8675\times58.5=50.7$ nm. At 1 T,

$$\ln\frac{\rho(B)}{\rho(0)}=\frac{5.76\times50.73^3}{18\times25.66^4}\simeq0.096,$$

or $0.096\,B^2$ with $B$ in tesla. The zero-field exponent is $2r_c/a=17.6$: adding 0.096 to it, a change of about 0.55%, raises the resistance by 10%.

To follow the law beyond first order, I replaced the cubic term by the saddle-point exponent of the imaginary-time integral and solved numerically for $\xi_c$ at fixed volume of the bonding surface. Fixed volume is an approximation once the deformation is no longer small.

| $B$ (T) | $ar_c/2\lambda^2$ | quadratic exponent | full exponent | $\rho(B)/\rho(0)$, quadratic |
|---|---|---|---|---|
| 0.5 | 0.11 | 0.02411 | 0.02405 | 1.02 |
| 1 | 0.22 | 0.096 | 0.095 | 1.10 |
| 2 | 0.44 | 0.386 | 0.370 | 1.47 |

At 2 T the full exponent is 4% below the quadratic one. The parameter $ar_c/2\lambda^2$ reaches one near 4.5 T, where the power series for the tail across the field reaches its radius of convergence. In the leading law, at fixed $a$, the coefficient varies as $1/N$: fewer donors mean longer hops and a stronger response. The lower powers of $r_c/a$ make the dependence slightly weaker.

## How much the coefficient can be trusted

**Finite tails.** Averaged over directions at $r=r_c$, the lower powers for a short-range donor at fixed energy raise the shift by $\tfrac32(a/r_c+a^2/r_c^2)=19\%$. Letting the level move with the field removes the second term and leaves about 17%. The normalized hydrogenic function gives 32%. That last number concerns one donor's amplitude at the far site, not the transfer amplitude. The midplane flux of two such tails, with neither distorted by the other ion, gives about 44%; a full Coulomb pair calculation would be needed to fix the value.

**Four valleys.** Scale each coordinate by $\sqrt{m_i/m_t}$. The kinetic energy becomes isotropic, and field component $B_k$ becomes $B'_k=B_km_t/\sqrt{m_im_j}$, with $i,j$ the other two axes. The bond exponent gains $g(\mathbf n)r^3$, where

$$g r^3=\frac{e^2a_t}{12\hbar^2}\,r'\,|\mathbf r'\times\mathbf B'|^2 .$$

The zero-field surface is $r_s(\mathbf n)=r_c/(\kappa a)$, and its change is $\delta r_s=(\delta\xi_c-gr_s^3)/(2\kappa)$. Fixed volume requires $\langle r_s^2\delta r_s\rangle=0$. Since $1/\kappa\propto r_s$,

$$\delta\xi_c=\frac{\langle g r_s^6\rangle}{\langle r_s^3\rangle}.$$

Numerical averaging gives 0.884 of the isotropic result. Fixed volume is an assumption here, since the rotation argument needs a spherical zero-field surface. The estimate neglects interference between valleys and the change of $B_c$ for the non-spherical surface: random sites joined by the four-valley rule span at a $B_c$ about 9% lower, and their threshold shift is about 0.85 of the isotropic one. It also assumes a single donor ground state. In antimony-doped germanium the coupling between valleys splits the lowest donor level by an energy comparable with $k_BT$ at 3 K, so the higher states are occupied too, and their effect is not included.

**Site energies.** The Coulomb scale $e^2N^{1/3}/(4\pi\epsilon)$ is 1.54 meV, against $k_BT=0.259$ meV. Their ratio, 6.0, is a third of the distance exponent 17.6. This is the least comfortable assumption: site energies can alter which hops are critical, and that change has not been calculated here.

**Other conduction.** Thermal release to the band costs an exponent $E/k_BT=38.7$, against about $17.6+6.0=23.6$ for hopping; prefactors aside, hopping wins. The usual Coulomb-gap estimate of the variable-range hop, $(a/4)\sqrt{T_0/T}$ with $k_BT_0=2.8e^2/(4\pi\epsilon a)$, is 18.7 nm. A sphere of that radius holds only 0.14 donors on average, too few to form a path. The estimate therefore does not apply here, and nearest-neighbour hopping is the consistent picture. At low enough temperature the hop length starts to depend on $T$, and the magnetoresistance coefficient must then do so too.

**Spin and interference.** At 1 T, $2\mu_BB/k_BT=0.45$ (a g-factor of 2 is assumed), so spin effects are not negligible if doubly occupied donors take part. The flux through a tunnelling area $r_c^{3/2}a^{1/2}$ is 0.21 of $h/e$. Paths scattered by intermediate donors can therefore interfere differently in the field, and may oppose the positive term derived here.

**Measuring field.** Ohmic hopping requires the energy gained across every bond to be well below $k_BT$. A drop spread evenly over hops of length $r_c$ would allow $k_BT/(er_c)=51$ V/cm, but the voltage gathers on the critical bonds, where it is several times the average, so the field must stay well below a few V/cm. Impact ionization of donors may require a still smaller field.

Real Ge:Sb becomes metallic at roughly $10^{17}$ cm$^{-3}$, so this example lies well on the insulating side, and its hops are long. Real samples break the isotropic-mass assumption, which lowers the coefficient by about 12% in the valley estimate, and the pure-exponential-tail assumption, which raises it by about 17% for a short-range donor, by 32% for a single hydrogenic tail and by about 44% for the midplane flux of two hydrogenic tails; the value for a true Coulomb pair is not calculated here. The small networks solved here raise it further. These corrections were found separately and need not add. Site energies and interference from intermediate donors are not included, and interference may lower the coefficient. The model supports a coefficient of order $0.1$ T$^{-2}$; its second digit already depends on the corrections.
